# H2 Exchange from Full CI: Gaussian Tails and Floating-Point Limits: verification in Python

```python
"""Exchange constant of H2, J = E(triplet) - E(singlet), from full CI.
Claims under test (Hartree atomic units):
 * in a Gaussian basis with smallest exponent alpha, |J| ends as
   R^4 exp(-alpha R^2), and its sign is not protected;
 * double-precision subtraction of energies fails once J is near 1e-16;
 * J = -2 c.W.c, with W the exchange coupling after elimination of the ionic
   configurations, needs no subtraction of total energies.
S: overlap, h: one-electron Hamiltonian, g: repulsion integrals (ik|jl),
R: bond length. The high-precision full CI is the reference for rounding.
"""
from functools import lru_cache
import numpy as np
from mpmath import mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, block_diag
from scipy.optimize import minimize_scalar
from scipy.special import erf
from pyscf import gto, scf, fci, ao2mo


def boys_double(x):
    root = np.sqrt(np.maximum(x, 1e-30))
    return 0.5 * np.sqrt(np.pi) * erf(root) / root


def boys_high(x):
    if x == 0:
        return mp.mpf(1)
    root = mp.sqrt(x)
    return mp.sqrt(mp.pi) * mp.erf(root) / (2 * root)


def integrals(exponents, R, high=False):
    """Integrals over normalized s Gaussians, the same set on both atoms."""
    if high:
        e = np.array([mp.mpf(float(x)) for x in exponents], dtype=object)
        R, pi = mp.mpf(R), +mp.pi
        exp = np.frompyfunc(mp.exp, 1, 1)
        sqrt = np.frompyfunc(mp.sqrt, 1, 1)
        # a fresh cache per call: permuted index pairs share their arguments
        boys = np.frompyfunc(lru_cache(maxsize=None)(boys_high), 1, 1)
    else:
        e, pi = np.array(exponents, dtype=float), np.pi
        exp, sqrt, boys = np.exp, np.sqrt, boys_double
    a = np.concatenate([e, e])
    z = np.concatenate([e * 0, e * 0 + R])
    p = a[:, None] + a[None, :]
    mu = a[:, None] * a[None, :] / p
    d = z[:, None] - z[None, :]
    d2 = d * d
    norm = (a * 2 / pi) ** 0.75
    K = norm[:, None] * norm[None, :] * exp(-mu * d2)
    P = ((a * z)[:, None] + (a * z)[None, :]) / p
    S = K * (p / pi) ** (-1.5)
    kinetic = S * mu * (3 - 2 * mu * d2)
    nuclear = K / p * (boys(p * P * P) + boys(p * (P - R) * (P - R)))
    h = kinetic - nuclear * (2 * pi)
    q = np.add.outer(p, p)
    rho = np.multiply.outer(p, p) / q
    D = np.subtract.outer(P, P)
    g = np.multiply.outer(K / p, K / p) / sqrt(q) * boys(rho * D * D)
    return S, h, g * (2 * pi ** 2.5)


def product_space(S, h, g, R):
    """Matrices [i,j,k,l] between electron products i(1)j(2) and k(1)l(2)."""
    SS = np.multiply.outer(S, S)
    H = np.multiply.outer(h, S) + np.multiply.outer(S, h) + g + SS / R
    return H.transpose(0, 2, 1, 3), SS.transpose(0, 2, 1, 3)


def spin_block(tensor, sign):
    i, j = np.triu_indices(tensor.shape[0], 0 if sign > 0 else 1)
    rows = tensor[i, j]
    return rows[:, i, j] + sign * rows[:, j, i]


def refine_lowest(H, S, energy, vector):
    """Inverse iteration in high precision, shift just below the lowest root."""
    A = H - S * (mp.mpf(float(energy)) - mp.mpf(10) ** (-9))
    n = len(A)
    for k in range(n - 1):
        factor = A[k + 1:, k] / A[k, k]
        A[k + 1:, k + 1:] -= np.multiply.outer(factor, A[k, k + 1:])
        A[k + 1:, k] = factor
    v = np.array([mp.mpf(float(x)) for x in vector], dtype=object)
    for _ in range(6):
        v = S.dot(v)
        for k in range(n - 1):
            v[k + 1:] -= A[k + 1:, k] * v[k]
        for k in range(n - 1, -1, -1):
            v[k] = v[k] / A[k, k]
            v[:k] -= A[:k, k] * v[k]
    return v.dot(H.dot(v)) / v.dot(S.dot(v))


def spin_energies(S, h, g, R, high=False):
    """Lowest singlet and triplet full-CI energies."""
    H4, S4 = product_space(S, h, g, mp.mpf(R) if high else R)
    energies = []
    for sign in (1, -1):
        H, O = spin_block(H4, sign), spin_block(S4, sign)
        e, v = eigh(H.astype(float), O.astype(float), subset_by_index=[0, 0])
        energies.append(refine_lowest(H, O, e[0], v[:, 0]) if high else e[0])
    return energies


def atom_orbitals(exponents):
    a = np.array(exponents, dtype=float)
    p = a[:, None] + a[None, :]
    norm = (2 * a / np.pi) ** 0.75
    K = np.outer(norm, norm)
    S = K * (np.pi / p) ** 1.5
    h = 3 * np.outer(a, a) / p * S - 2 * np.pi * K / p
    return eigh(h, S)


def exchange_direct(exponents, R, keep=None):
    """J without subtracting total energies; keep = orbitals per atom."""
    C = atom_orbitals(exponents)[1][:, :keep]
    n = C.shape[1]
    N = 2 * n
    B = block_diag(C, C)
    S, h, g = integrals(exponents, R)
    S, h = B.T @ S @ B, B.T @ h @ B
    g = np.einsum('pqrs,pi,qj,rk,sl->ijkl', g, B, B, B, B, optimize=True)
    H, O = [t.reshape(N * N, N * N) for t in product_space(S, h, g, R)]
    a, b = np.arange(n), np.arange(n, N)
    D = (a[:, None] * N + b[None, :]).ravel()
    X = (b[None, :] * N + a[:, None]).ravel()
    ion = np.concatenate([(s[:, None] * N + s[None, :]).ravel() for s in (a, b)])
    e, v = eigh(H[np.ix_(D, D)], O[np.ix_(D, D)], subset_by_index=[0, 0])
    c = v[:, 0]
    M = H - e[0] * O
    through_ions = np.linalg.solve(M[np.ix_(ion, ion)], M[np.ix_(ion, X)] @ c)
    W = c @ M[np.ix_(D, X)] @ c - (c @ M[np.ix_(D, ion)]) @ through_ions
    return -2 * W


def molecule(R, basis):
    return gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, R)]], basis=basis,
                 unit='Bohr', verbose=0)


def orthonormal_integrals(mol):
    """PySCF integrals in an orthonormal basis, transformed in memory."""
    w, U = np.linalg.eigh(mol.intor('int1e_ovlp'))
    X = U / np.sqrt(w)
    n = len(w)
    h = X.T @ scf.hf.get_hcore(mol) @ X
    eri = mol.intor('int2e', aosym='s8')
    return h, ao2mo.kernel(eri, X, compact=False).reshape(n, n, n, n)


def molecular_fci(R, basis):
    h, g = orthonormal_integrals(molecule(R, basis))
    return spin_energies(np.eye(len(h)), h, g, R)


core = 0.12 * 4.0 ** np.arange(4)
extended = np.append(core, 0.03)
alpha = core[0]
eps_atom, orbitals = atom_orbitals(core)
print("core s exponents (bohr^-2):", np.round(core, 3))
print(f"core atom energy: {eps_atom[0]:.6f} Eh")
print(f"core tail scale 1/alpha: {1/alpha:.2f} bohr")
print(f"extended basis: core plus exponent {extended[-1]:.2f} bohr^-2")
print(f"extended atom energy: {atom_orbitals(extended)[0][0]:.6f} Eh")

# Gaussian decomposition of an exponential and its stationary exponent
r = 3.0
value = quad(lambda s: s**-1.5 * np.exp(-0.25/s - s*r*r) / (2*np.sqrt(np.pi)),
             0, np.inf, epsabs=1e-12)[0]
assert abs(value - np.exp(-r)) < 1e-8
best = minimize_scalar(lambda s: 0.25/s + s*r*r, bounds=(0.01, 2),
                       method='bounded', options={'xatol': 1e-9}).x
assert abs(best - 1 / (2*r)) < 1e-5

# Atomic orbital at the bond midpoint against the true 1s function
tail_ratio = []
for multiple in (1, 2, 3):
    r = 0.5 * multiple / alpha
    phi = np.sum(orbitals[:, 0] * (2*core/np.pi)**0.75 * np.exp(-core*r*r))
    tail_ratio.append(abs(phi) * np.sqrt(np.pi) * np.exp(r))
    print(f"midpoint orbital/true 1s at R={2*r:.2f} bohr: {tail_ratio[-1]:.3e}")
assert abs(tail_ratio[0] - 1) < 0.3 and tail_ratio[2] < 0.1

# Independent full-CI solver with independently evaluated integrals
mol = molecule(4.0, {'H': [[0, [float(x), 1.0]] for x in core]})
h_orth, g_orth = orthonormal_integrals(mol)
solver = fci.direct_spin1.FCI()
solver.conv_tol = 1e-12
package = [solver.kernel(h_orth, g_orth, len(h_orth), ne)[0] + mol.energy_nuc()
           for ne in ((1, 1), (2, 0))]
own = spin_energies(*integrals(core, 4.0), 4.0)
assert np.allclose(package, own, atol=1e-8, rtol=0)
print(f"core, R=4 bohr: E_S={own[0]:.8f}, E_T={own[1]:.8f} Eh")

# Rounding study: identical basis, three ways to obtain J
mp.dps = 70
print("core basis: R/bohr, J(70 digits), J(subtracted), J(direct), all J in Eh")
reference = {}
for R in (6, 8, 10, 12, 14, 16, 20, 30):
    es, et = spin_energies(*integrals(core, R, True), R, True)
    J_ref = float(et - es)
    reference[R] = J_ref
    ds, dt = spin_energies(*integrals(core, float(R)), float(R))
    J_sub = dt - ds
    J_dir = exchange_direct(core, float(R))
    print(f"{R:3d} {J_ref: .6e} {J_sub: .6e} {J_dir: .6e}")
    assert abs(J_sub - J_ref) < 1e-12
    if R >= 14:
        assert abs(J_dir / J_ref - 1) < 1e-6
    if R >= 20:
        assert abs(J_sub / J_ref - 1) > 0.99
    if R == 20:
        digits = np.log10(abs(float(es) / J_ref))

# The added diffuse function: slower decay and an unprotected sign
print("extended basis: R/bohr, J(70 digits)/Eh, J(direct)/Eh")
J_extended = {}
for R in (8, 12, 16, 20, 30):
    es, et = spin_energies(*integrals(extended, R, True), R, True)
    J_extended[R] = float(et - es)
    J_dir = exchange_direct(extended, float(R))
    print(f"{R:3d} {J_extended[R]: .6e} {J_dir: .6e}")
    if R >= 20:
        assert abs(J_dir / J_extended[R] - 1) < 1e-2
assert J_extended[8] > 0 and J_extended[20] < 0

mp.dps = 30
es, et = spin_energies(*integrals(core, 20, True), 20, True)
error30 = abs(float(et - es) / reference[20] - 1)
assert error30 < 1e-5
print(f"digits lost by subtraction at R=20 bohr: {digits:.1f}")
print(f"relative error of J with 30 digits at R=20 bohr: {error30:.1e}")

# Distance beyond which J is below one spacing of the stored total energy
spacing = np.spacing(2 * abs(eps_atom[0]))
print(f"double-precision spacing of the energy: {spacing:.2e} Eh")
for name, basis in (("core", core), ("extended", extended)):
    R = 40.0
    assert abs(exchange_direct(basis, R)) < spacing
    while abs(exchange_direct(basis, R - 0.25)) < spacing:
        R -= 0.25
    print(f"{name}: |J| below spacing from R={R:.2f} bohr (grid 0.25)")

# Gaussian end law in the full basis
L = [np.log(abs(exchange_direct(core, R)) / R**4) for R in (40., 50., 60.)]
alpha_found = -(L[0] - 2*L[1] + L[2]) / 200
assert abs(alpha_found / alpha - 1) < 0.1
print(f"alpha from curvature of ln|J/R^4|, 40-60 bohr: {alpha_found:.5f} bohr^-2")

# End law including its prefactor, one contracted orbital per atom
C1 = orbitals[:, 0]
g_atom = integrals(core, 50.0)[2][:4, :4, :4, :4]
U = np.einsum('pqrs,p,q,r,s', g_atom, C1, C1, C1, C1)
deviation = []
for R in (50.0, 70.0):
    s = C1[0]**2 * np.exp(-alpha * R*R / 2)
    t = -s * (alpha**2 * R*R / 2 - 1.5*alpha + eps_atom[0] + 2/R)
    J_law = 4 * t*t / (U - 1/R)
    J_min = exchange_direct(core, R, keep=1)
    deviation.append(abs(J_min / J_law - 1))
    print(f"contracted, R={R:.0f} bohr: J={J_min:.4e}, law={J_law:.4e} Eh")
assert deviation[0] < 0.1 and deviation[1] < deviation[0]
print(f"contracted self-repulsion U: {U:.5f} Eh")

# Cause of the loss: add one diffuse or one tight function
J_tight = exchange_direct(np.append(core, 30.72), 20.0)
change_diffuse = np.log(abs(J_extended[20] / reference[20]))
change_tight = np.log(abs(J_tight / reference[20]))
assert change_diffuse > np.log(100)
assert abs(change_tight) < 0.1 * change_diffuse
print(f"R=20 bohr, core + exponent 30.72: J={J_tight:.4e} Eh")

# H2 in standard basis sets with angular functions
for name in ('cc-pvtz', 'aug-cc-pvtz'):
    m = molecule(4.0, name)
    smallest = min(m.bas_exp(i).min() for i in range(m.nbas)
                   if m.bas_angular(i) == 0)
    print(f"{name}: {m.nao} orbitals, smallest s exponent {smallest:.5f} bohr^-2")
print("H2 full CI: R/bohr, J(cc-pVTZ)/Eh, J(aug-cc-pVTZ)/Eh, ratio")
J_aug = {}
for R in (4.0, 6.0, 8.0, 10.0, 14.0):
    small = molecular_fci(R, 'cc-pvtz')
    large = molecular_fci(R, 'aug-cc-pvtz')
    assert large[0] < small[0] + 1e-11 and large[1] < small[1] + 1e-11
    J_small, J_aug[R] = small[1] - small[0], large[1] - large[0]
    print(f"{R:4.0f} {J_small: .5e} {J_aug[R]: .5e} {J_small/J_aug[R]: .4f}")
slope = np.log(J_aug[6.0] / J_aug[10.0]) / 4
assert 1.4 < slope < 2.1
print(f"aug-cc-pVTZ mean decay rate of J, 6-10 bohr: {slope:.3f} bohr^-1")
hartree_meV = 1000 * constants.value('Hartree energy in eV')
print(f"aug-cc-pVTZ J at 8 bohr: {J_aug[8.0]*hartree_meV:.4f} meV")
print("PASS")
```

It prints:

```
core s exponents (bohr^-2): [0.12 0.48 1.92 7.68]
core atom energy: -0.498660 Eh
core tail scale 1/alpha: 8.33 bohr
extended basis: core plus exponent 0.03 bohr^-2
extended atom energy: -0.498664 Eh
midpoint orbital/true 1s at R=8.33 bohr: 1.088e+00
midpoint orbital/true 1s at R=16.67 bohr: 1.348e-01
midpoint orbital/true 1s at R=25.00 bohr: 2.602e-04
core, R=4 bohr: E_S=-1.01057040, E_T=-0.98953553 Eh
core basis: R/bohr, J(70 digits), J(subtracted), J(direct), all J in Eh
  6  9.066557e-04  9.066557e-04  9.082472e-04
  8  3.357990e-05  3.357990e-05  3.358762e-05
 10  1.017835e-06  1.017835e-06  1.017841e-06
 12  1.356155e-08  1.356154e-08  1.356155e-08
 14  6.011186e-11  6.010870e-11  6.011186e-11
 16  8.795277e-14  8.870682e-14  8.795277e-14
 20  7.842841e-21  8.548717e-15  7.842841e-21
 30  3.984898e-46  1.554312e-15  3.984898e-46
extended basis: R/bohr, J(70 digits)/Eh, J(direct)/Eh
  8  3.473552e-05  3.460906e-05
 12  3.010704e-08  3.009006e-08
 16 -3.185754e-11 -3.176551e-11
 20 -2.638652e-14 -2.638511e-14
 30 -3.054114e-21 -3.054114e-21
digits lost by subtraction at R=20 bohr: 20.1
relative error of J with 30 digits at R=20 bohr: 2.9e-11
double-precision spacing of the energy: 1.11e-16 Eh
core: |J| below spacing from R=18.00 bohr (grid 0.25)
extended: |J| below spacing from R=22.75 bohr (grid 0.25)
alpha from curvature of ln|J/R^4|, 40-60 bohr: 0.12004 bohr^-2
contracted, R=50 bohr: J=7.9935e-129, law=7.7280e-129 Eh
contracted, R=70 bohr: J=2.5966e-253, law=2.5521e-253 Eh
contracted self-repulsion U: 0.62210 Eh
R=20 bohr, core + exponent 30.72: J=7.9032e-21 Eh
cc-pvtz: 28 orbitals, smallest s exponent 0.10270 bohr^-2
aug-cc-pvtz: 46 orbitals, smallest s exponent 0.02526 bohr^-2
H2 full CI: R/bohr, J(cc-pVTZ)/Eh, J(aug-cc-pVTZ)/Eh, ratio
   4  2.21625e-02  2.28128e-02  0.9715
   6  9.34722e-04  1.00577e-03  0.9294
   8  3.11577e-05  3.44008e-05  0.9057
  10  1.01213e-06  1.04252e-06  0.9708
  14  2.54765e-10  7.96688e-10  0.3198
aug-cc-pVTZ mean decay rate of J, 6-10 bohr: 1.718 bohr^-1
aug-cc-pVTZ J at 8 bohr: 0.9361 meV
PASS
```
